# Tunnelling in hydrogen hops: parabolic and Eckart barriers compared: a program that tests the result

```python
"""Tunnelling factor of a hydrogen hop: Wigner, parabolic and Eckart barriers.

Result under test: with u = hbar*omega/(k*T), a parabolic barrier has the factor
(u/2)/sin(u/2) = 1 + u^2/24 + ..., which diverges at Tc = hbar*omega/(2*pi*k).
The Eckart barrier V0*sech(x/a)^2 has a finite factor at every temperature, with
leading correction (u^2/24)*(1 + k*T/V0).
Symbols: V0 barrier height, a width, omega magnitude of the imaginary frequency
at the top, kappa = quantum thermal flux / classical thermal flux.
Energies are in eV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

K_B = const.k / const.e
PI = np.pi


def numerical_transmission(k_squared, x_end):
    """Integrate psi'' = -k^2 psi from an outgoing wave back to the left side."""
    def wave_number(x):
        return np.sqrt(k_squared(x))

    def log_slope(x, h=1e-4):
        slope = (wave_number(x + h * x_end) - wave_number(x - h * x_end))
        return slope / (2 * h * x_end) / (2 * wave_number(x))

    k_right = wave_number(x_end)
    psi = k_right ** -0.5 + 0j
    start = [psi, (1j * k_right - log_slope(x_end)) * psi]
    sol = solve_ivp(lambda x, y: [y[1], -k_squared(x) * y[0]],
                    (x_end, -x_end), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    k_left = wave_number(-x_end)
    incident = 0.5 * (np.sqrt(k_left) * psi
                      + (dpsi + log_slope(-x_end) * psi) / (1j * np.sqrt(k_left)))
    return 1 / abs(incident) ** 2


def log_eckart(energy, v0, hw):
    """Logarithm of the Eckart transmission, safe for high barriers."""
    q = 4 * PI * np.sqrt(energy * v0) / hw
    p = PI * np.sqrt((4 * v0 / hw) ** 2 - 1)
    denominator = np.logaddexp(np.logaddexp(0, -2 * q),
                               np.logaddexp(p - q, -p - q))
    return 2 * np.log1p(-np.exp(-q)) - denominator


def kappa_eckart(v0, hw, kt, floor=0.0):
    """Thermal quadrature over energies above floor, with E = g^2."""
    g = np.linspace(np.sqrt(floor) + 1e-9, np.sqrt(v0 + 45 * kt), 40001)
    energy = g ** 2
    flux = np.exp(log_eckart(energy, v0, hw) - (energy - v0) / kt)
    return simpson(flux * 2 * g, x=g) / kt


def kappa_parabola_quadrature(u, depth):
    """Thermal quadrature for the parabola down to depth*hbar*omega below the top."""
    y = np.linspace(-depth, 45 / u, 200001)
    return u * simpson(np.exp(-u * y - np.logaddexp(0, -2 * PI * y)), x=y)


def kappa_parabola(u):
    return (u / 2) / np.sin(u / 2)


def wigner(u):
    return 1 + u ** 2 / 24


def kappa_deep(v0, hw, temperature):
    """Gaussian estimate well below the crossover temperature."""
    tc = hw / (2 * PI * K_B)
    ratio = temperature / tc
    exponent = v0 / (K_B * temperature) * (1 - ratio) ** 2 + PI * hw / (8 * v0)
    return 2 * np.sqrt(PI * v0 * ratio / (K_B * tc)) * np.exp(exponent)


def classical_over_quantum(quantum, kt):
    """Classical / quantum partition function of one harmonic mode."""
    half = quantum / (2 * kt)
    return np.sinh(half) / half


def vibration_factor(well, saddle, kt):
    """Change of the rate when three well and two saddle modes are quantized."""
    return (classical_over_quantum(well, kt) ** 3
            / classical_over_quantum(saddle, kt) ** 2)


# Example inputs: round values in the rough regime of hydrogen in nickel.
V0, WIDTH = 0.40, 0.060
WELL_QUANTUM, SADDLE_QUANTUM = 0.10, 0.15
INTERMEDIATE_SITE = 0.25
mass_h = const.m_p + const.m_e
mass_d = const.physical_constants["deuteron mass"][0] + const.m_e


def barrier_quantum(mass):
    return const.hbar * np.sqrt(2 * V0 * const.e / mass) / (WIDTH * 1e-9) / const.e


def barrier(x):
    return V0 / np.cosh(x / WIDTH) ** 2


HW, HW_D = barrier_quantum(mass_h), barrier_quantum(mass_d)
TC, TC_D = HW / (2 * PI * K_B), HW_D / (2 * PI * K_B)

# Curvature at the top, from finite differences of the potential itself.
step = 1e-3 * WIDTH
curvature = (barrier(step) - 2 * barrier(0) + barrier(-step)) / step ** 2
omega_fd = np.sqrt(-curvature * const.e * 1e18 / mass_h)
assert abs(const.hbar * omega_fd / const.e / HW - 1) < 1e-4

# Transmission formulas against direct integration of the wave equation.
for eps in (-0.5, 0.0, 0.3):
    direct = numerical_transmission(lambda x: x ** 2 + 2 * eps, 12.0)
    assert abs(direct * (1 + np.exp(-2 * PI * eps)) - 1) < 1e-3
kinetic = const.hbar ** 2 / (2 * mass_h) / const.e * 1e18
transmission_rows = []
for fraction in (0.8, 1.0, 1.1):
    energy = fraction * V0
    direct = numerical_transmission(lambda x: (energy - barrier(x)) / kinetic,
                                    12 * WIDTH)
    formula = np.exp(log_eckart(energy, V0, HW))
    assert abs(direct / formula - 1) < 1e-4
    parabolic = 1 / (1 + np.exp(2 * PI * (V0 - energy) / HW))
    transmission_rows.append((fraction, direct, formula, parabolic))

# Parabolic thermal factor, its leading coefficient, and its divergence.
for u in (0.1, 3.0, 5.0):
    assert abs(kappa_parabola_quadrature(u, 40) / kappa_parabola(u) - 1) < 1e-6
small = 0.1
coefficient = (kappa_parabola_quadrature(small, 40) - 1) / small ** 2
assert abs(coefficient * 24 - 1) < 1e-3
medium = 0.8
fourth = (kappa_parabola_quadrature(medium, 40) - wigner(medium)) / medium ** 4
assert abs(fourth * 5760 / 7 - 1) < 0.03  # sixth-order term remains
growth = kappa_parabola_quadrature(2 * PI, 8) - kappa_parabola_quadrature(2 * PI, 4)
assert abs(growth / (8 * PI) - 1) < 1e-5
settled = kappa_parabola_quadrature(5.0, 16) - kappa_parabola_quadrature(5.0, 8)
assert abs(settled) < 1e-3

# Eckart limits: high temperature, crossover, and deep tunnelling.
test_hw, test_kt = 0.05, 0.2
eckart_ratio = ((kappa_eckart(1.0, test_hw, test_kt) - 1)
                / ((test_hw / test_kt) ** 2 / 24))
assert abs(eckart_ratio / (1 + test_kt) - 1) < 0.01
high = 100.0  # barrier height in units of hbar*omega
at_crossover = kappa_eckart(high, 1.0, 1 / (2 * PI))
assert abs(at_crossover - (np.sqrt(2 * PI ** 2 * high) - 1)) < 0.3
high, ratio = 20.0, 0.6
temperature = ratio / (2 * PI * K_B)
deep = kappa_eckart(high, 1.0, K_B * temperature)
assert abs(deep / kappa_deep(high, 1.0, temperature) - 1) < 0.005
grid = np.linspace(0.01 * high, 1.2 * high, 100001)
peak = grid[np.argmax(log_eckart(grid, high, 1.0) - grid / (K_B * temperature))]
assert abs(peak / high - ratio ** 2) < 0.002

# Harmonic partition function from an explicit sum over levels.
kt_room = K_B * 300
levels = (np.arange(400) + 0.5) * WELL_QUANTUM
level_sum = np.sum(np.exp(-levels / kt_room))
assert abs((kt_room / WELL_QUANTUM) / level_sum
           / classical_over_quantum(WELL_QUANTUM, kt_room) - 1) < 1e-10

print(f"barrier height V0 = {V0:.2f} eV, width a = {WIDTH:.3f} nm")
print(f"H mass = {mass_h / const.u:.4f} u, D mass = {mass_d / const.u:.4f} u")
print(f"H: hbar*omega = {1000 * HW:.2f} meV, omega = {HW * const.e / const.hbar:.3e} rad/s")
print(f"H: crossover Tc = {TC:.1f} K;  V0/(hbar*omega) = {V0 / HW:.3f}")
print(f"D: hbar*omega = {1000 * HW_D:.2f} meV, crossover Tc = {TC_D:.1f} K")
print("Transmission: E/V0, wave equation, Eckart formula, parabola")
for row in transmission_rows:
    print(f"  {row[0]:.1f}  {row[1]:.5f}  {row[2]:.5f}  {row[3]:.5f}")
print(f"parabola: (kappa-1)/u^2 at u=0.1: {coefficient:.6f}; 1/24 = {1 / 24:.6f}")
print(f"Eckart test, kT/V0=0.2: (kappa-1)/(u^2/24) = {eckart_ratio:.4f}")
print("H factors: T (K), u, Wigner, parabola, Eckart")
for t in (1000, 600, 400, 300, 250, 200, 150, 120):
    u = HW / (K_B * t)
    text = f"{kappa_parabola(u):.3f}" if u < 2 * PI else "diverges"
    print(f"  {t:5d}  {u:.3f}  {wigner(u):.3f}  {text}  "
          f"{kappa_eckart(V0, HW, K_B * t):.3f}")

shortfall = brentq(lambda t: wigner(HW / (K_B * t))
                   / kappa_eckart(V0, HW, K_B * t) - 0.95, 250, 1000)
print(f"Wigner is 5% below Eckart at T = {shortfall:.0f} K = {shortfall / TC:.2f} Tc")
kt_c = K_B * TC
print(f"at Tc: V0/kTc = {V0 / kt_c:.2f}, Wigner = {wigner(2 * PI):.3f}")
print(f"at Tc: parabola cut at E=0: {kappa_parabola_quadrature(2 * PI, V0 / HW):.2f}")
print(f"at Tc: Eckart = {kappa_eckart(V0, HW, kt_c):.2f}, "
      f"sqrt(pi*V0/kTc)-1 = {np.sqrt(PI * V0 / kt_c) - 1:.2f}")
print(f"120 K: Gaussian estimate of kappa = {kappa_deep(V0, HW, 120):.2f}")
print(f"120 K: dominant energy V0*(T/Tc)^2 = {V0 * (120 / TC) ** 2:.3f} eV")
room_h = kappa_eckart(V0, HW, kt_room)
room_d = kappa_eckart(V0, HW_D, kt_room)
print(f"300 K: kT = {1000 * kt_room:.2f} meV, kT*ln(kappa_H) = "
      f"{1000 * kt_room * np.log(room_h):.1f} meV")
print(f"300 K: kappa_D = {room_d:.3f}, kappa_H/kappa_D = {room_h / room_d:.3f}")
print(f"neglected vibrations: well quantum {WELL_QUANTUM:.2f} eV (3 modes)")
print("  saddle quantum (eV, 2 modes), rate factor at 300 K, at 600 K")
for saddle in (0.12, SADDLE_QUANTUM, 0.18):
    print(f"  {saddle:.2f}  {vibration_factor(WELL_QUANTUM, saddle, kt_room):.3f}  "
          f"{vibration_factor(WELL_QUANTUM, saddle, 2 * kt_room):.3f}")
print(f"share of Eckart kappa from E below {INTERMEDIATE_SITE:.2f} eV:")
for t in (300, 200, 150, 120):
    full = kappa_eckart(V0, HW, K_B * t)
    above = kappa_eckart(V0, HW, K_B * t, INTERMEDIATE_SITE)
    print(f"  {t} K: {100 * (1 - above / full):.2f} %")
print(f"dominant energy reaches that site at T = "
      f"{TC * np.sqrt(INTERMEDIATE_SITE / V0):.0f} K")
print("verified")
```

Output:

```
barrier height V0 = 0.40 eV, width a = 0.060 nm
H mass = 1.0078 u, D mass = 2.0141 u
H: hbar*omega = 96.01 meV, omega = 1.459e+14 rad/s
H: crossover Tc = 177.3 K;  V0/(hbar*omega) = 4.166
D: hbar*omega = 67.91 meV, crossover Tc = 125.4 K
Transmission: E/V0, wave equation, Eckart formula, parabola
  0.8  0.00435  0.00435  0.00530
  1.0  0.52357  0.52357  0.50000
  1.1  0.93400  0.93400  0.93200
parabola: (kappa-1)/u^2 at u=0.1: 0.041679; 1/24 = 0.041667
Eckart test, kT/V0=0.2: (kappa-1)/(u^2/24) = 1.2014
H factors: T (K), u, Wigner, parabola, Eckart
   1000  1.114  1.052  1.054  1.064
    600  1.857  1.144  1.160  1.175
    400  2.785  1.323  1.415  1.428
    300  3.714  1.575  1.935  1.899
    250  4.456  1.827  2.815  2.587
    200  5.571  2.293  7.984  4.947
    150  7.427  3.299  diverges  32.343
    120  9.284  4.591  diverges  928.453
Wigner is 5% below Eckart at T = 460 K = 2.60 Tc
at Tc: V0/kTc = 26.18, Wigner = 2.645
at Tc: parabola cut at E=0: 26.18
at Tc: Eckart = 8.80, sqrt(pi*V0/kTc)-1 = 8.07
120 K: Gaussian estimate of kappa = 933.16
120 K: dominant energy V0*(T/Tc)^2 = 0.183 eV
300 K: kT = 25.85 meV, kT*ln(kappa_H) = 16.6 meV
300 K: kappa_D = 1.368, kappa_H/kappa_D = 1.388
neglected vibrations: well quantum 0.10 eV (3 modes)
  saddle quantum (eV, 2 modes), rate factor at 300 K, at 600 K
  0.12  1.137  1.024
  0.15  0.549  0.815
  0.18  0.247  0.625
share of Eckart kappa from E below 0.25 eV:
  300 K: 0.27 %
  200 K: 4.42 %
  150 K: 32.72 %
  120 K: 80.51 %
dominant energy reaches that site at T = 140 K
verified
```
